# Cumulant expansion and bounds for correcting a free energy by sampling

A cheap potential \(U_0(x)\) can be sampled at many configurations \(x\), while an accurate potential \(U_1(x)\) can be evaluated at only a few hundred. The free energy \(F_0\) of the cheap system is known and \(F_1\) is wanted. The problem is to obtain the correction \(\Delta F=F_1-F_0\) from values of

\[
D(x)=U_1(x)-U_0(x)
\]

at configurations drawn from the cheap ensemble.

The treatment is classical. Both systems have the same temperature \(T\), volume, masses and configuration space, both potentials are finite on that space, and the kinetic energy does not depend on \(x\). Write \(\beta=1/kT\), and let \(\langle\cdot\rangle_i\) be the average over the normalized density \(p_i=e^{-\beta U_i}/Z_i\), with \(Z_i=\int e^{-\beta U_i}dx\).

## (a) Express \(\Delta F\) as an average over the cheap ensemble.

**Solution.** The momentum integrals give both partition functions the same factor, which cancels in their ratio. Therefore

\[
\Delta F=-kT\ln\frac{Z_1}{Z_0},\qquad
\frac{Z_1}{Z_0}=\frac{\int e^{-\beta U_0}e^{-\beta D}dx}{\int e^{-\beta U_0}dx}
=\langle e^{-\beta D}\rangle_0 ,
\]

where \(U_1=U_0+D\) was inserted in the numerator. Hence

\[
\Delta F=-kT\ln\langle e^{-\beta D}\rangle_0. \tag{1}
\]

The exponential gives most weight to configurations with low \(D\), which the cheap ensemble may visit rarely.

## (b) Expand \(\Delta F\) in powers of \(\beta D\), and write the terms through fourth order.

**Solution.** Scale the difference by \(\lambda\) and set \(t=-\beta\lambda\). Assume for now that the series below converge up to \(\lambda=1\); part (e) examines this. With the moments \(m_n=\langle D^n\rangle_0\), define the cumulants \(\kappa_n\) by

\[
G(t)=\langle e^{tD}\rangle_0=\sum_{n\ge0}\frac{m_n t^n}{n!},\qquad
\ln G(t)=\sum_{n\ge1}\frac{\kappa_n t^n}{n!}.
\]

At \(\lambda=1\), \(t=-\beta\). Since \(-kT(-\beta)^n=(-\beta)^{n-1}\), equation (1) becomes

\[
\Delta F=\sum_{n\ge1}\frac{(-\beta)^{n-1}}{n!}\kappa_n
=\kappa_1-\frac{\beta}{2}\kappa_2+\frac{\beta^2}{6}\kappa_3-\frac{\beta^3}{24}\kappa_4+\cdots \tag{2}
\]

To find the cumulants, use \(G'=(\ln G)'G\). The coefficient of \(t^{n-1}\), multiplied by \((n-1)!\), gives

\[
m_n=\sum_{k=1}^{n}\binom{n-1}{k-1}\kappa_k m_{n-k}. \tag{3}
\]

For \(n=1\), \(\kappa_1=m_1=\langle D\rangle_0\). Now write \(D=\kappa_1+\delta\). Because \(\ln G=t\kappa_1+\ln\langle e^{t\delta}\rangle_0\), the higher cumulants of \(D\) and \(\delta\) agree. For \(\delta\), the first moment and first cumulant vanish, so (3) reduces to

\[
\langle\delta^2\rangle_0=\kappa_2,\qquad
\langle\delta^3\rangle_0=\kappa_3,\qquad
\langle\delta^4\rangle_0=3\kappa_2^2+\kappa_4 .
\]

The first-order value is thus the mean difference. The second-order term subtracts its variance divided by \(2kT\). A constant offset between the potentials enters the first term alone.

## (c) Show that the first-order value bounds \(\Delta F\) from above. What happens if the average is taken over the accurate ensemble?

**Solution.** This argument does not use the series; it needs finite averages. The function \(e^y-1-y\) has derivative \(e^y-1\), negative for \(y<0\) and positive for \(y>0\). Its minimum is therefore zero, at \(y=0\), and \(e^y\ge1+y\). Choose \(y=-\beta(D-\langle D\rangle_0)\), whose cheap average vanishes:

\[
e^{\beta\langle D\rangle_0}\langle e^{-\beta D}\rangle_0
=\langle e^y\rangle_0\ge1+\langle y\rangle_0=1 .
\]

Take the logarithm and use \(\ln\langle e^{-\beta D}\rangle_0=-\beta\Delta F\). The result is \(\beta\langle D\rangle_0-\beta\Delta F\ge0\), or

\[
\Delta F\le\langle D\rangle_0 .
\]

Exchanging the two potentials gives \(F_0-F_1\le\langle U_0-U_1\rangle_1=-\langle D\rangle_1\). Multiplication by \(-1\) reverses the inequality, so

\[
\langle D\rangle_1\le\Delta F\le\langle D\rangle_0. \tag{4}
\]

Equality requires \(y=0\) with probability one, which means that \(D\) is constant apart from configurations of zero probability. The ensemble used for the average decides the direction of the bound.

## (d) Find an exact expression for the gap \(\langle D\rangle_0-\Delta F\), and interpret it.

**Solution.** Let \(F(\lambda)\) be the free energy with potential \(U_0+\lambda D\), and assume that differentiation under the integral is allowed, as it is for bounded \(D\). Then

\[
F'(\lambda)=\frac{\int D\,e^{-\beta(U_0+\lambda D)}dx}{\int e^{-\beta(U_0+\lambda D)}dx}=\langle D\rangle_\lambda .
\]

Differentiating the numerator gives \(-\beta\langle D^2\rangle_\lambda\), and differentiating the denominator gives \(+\beta\langle D\rangle_\lambda^2\). Thus

\[
F''(\lambda)=-\beta\,\mathrm{Var}_\lambda(D)\le0 .
\]

Integration by parts gives \(\int_0^1(1-\lambda)F''d\lambda=-F'(0)+F(1)-F(0)\). Since \(F'(0)=\langle D\rangle_0\),

\[
\langle D\rangle_0-\Delta F
=\beta\int_0^1(1-\lambda)\mathrm{Var}_\lambda(D)\,d\lambda. \tag{5}
\]

If the variance hardly changes along the path, the integral is close to \(\kappa_2/2\), and the gap is close to \(\beta\kappa_2/2\), the second-order correction.

The gap also measures how much the two ensembles differ. From the definitions of \(p_0\) and \(p_1\),

\[
\ln\frac{p_0}{p_1}=\beta(U_1-U_0)+\ln\frac{Z_1}{Z_0}=\beta D-\beta\Delta F .
\]

Averaging over \(p_0\) and multiplying by \(kT\) gives

\[
\langle D\rangle_0-\Delta F=kT\left\langle\ln\frac{p_0}{p_1}\right\rangle_0. \tag{6}
\]

The first-order value is too high because its configurations are still distributed according to the cheap potential.

## (e) Give a sufficient condition for convergence when \(D\) is bounded. Then use two harmonic potentials to decide whether the series must converge and whether its second-order value is a bound.

**Solution.** Suppose \(|D-c|\le B\), with constants \(c\) and \(B>0\), and allow \(\lambda\) to be complex. The function \(g_c(\lambda)=\langle e^{-\beta\lambda(D-c)}\rangle_0\) is analytic because its exponent is bounded for each \(\lambda\). The imaginary part of that exponent has size at most \(\beta|\lambda|B\), which is below \(\pi/2\) if

\[
|\lambda|<R=\frac{\pi kT}{2B}.
\]

Each exponential then has a positive real part, and so has \(g_c\). Its principal logarithm \(f=\ln g_c\) is analytic in this disc, with \(|\mathrm{Im}f|<\pi/2\). For \(R>1\) the series converges at \(\lambda=1\).

The error can be bounded too. Write \(f=\sum_{n\ge1}a_n\lambda^n\), with real \(a_n\), and \(\lambda=\rho e^{i\theta}\), \(\rho<R\). Then \(\mathrm{Im}f=\sum a_n\rho^n\sin n\theta\), and orthogonality of the sines gives

\[
|a_n|\rho^n=\left|\frac1\pi\int_0^{2\pi}\mathrm{Im}f\,\sin n\theta\,d\theta\right|
\le\frac1\pi\,\frac\pi2\,2\pi=\pi .
\]

Letting \(\rho\to R\) yields \(|a_n|\le\pi R^{-n}\). Since \(\Delta F=c-kTf(1)\), the error after order \(n\ge1\) is at most

\[
kT\sum_{m>n}\pi R^{-m}=\frac{\pi kT\,R^{-n}}{R-1}. \tag{7}
\]

The condition \(R>1\) is sufficient, not necessary.

For the harmonic pair, take \(U_0=ax^2/2\) and \(U_1=(1+r)ax^2/2\), with \(a>0\) and \(r>-1\). In terms of \(z=x\sqrt{\beta a}\), \(\beta D=rz^2/2\). For \(1+\lambda r>0\), rescaling the Gaussian integral gives

\[
\langle e^{-\beta\lambda D}\rangle_0
=\frac{\int e^{-(1+\lambda r)z^2/2}dz}{\int e^{-z^2/2}dz}
=(1+\lambda r)^{-1/2}.
\]

At \(\lambda=1\), \(\beta\Delta F=\tfrac12\ln(1+r)\), whose expansion is

\[
\beta\Delta F=\frac r2-\frac{r^2}{4}+\frac{r^3}{6}-\cdots .
\]

Comparison with (2) gives \(\beta^n\kappa_n=(n-1)!\,r^n/2\). The series diverges for \(r>1\), because its terms \(r^n/(2n)\) grow without limit. The cause is the singularity at \(\lambda=-1/r\), where the combined force constant vanishes.

At \(r=0.5\), the second-order value \(0.1875\,kT\) lies below the exact \(0.2027\,kT\). At \(r=-0.5\), the second-order value \(-0.3125\,kT\) lies above the exact \(-0.3466\,kT\). The second-order value is therefore not a bound in general.

At \(r=1.5\), orders 4, 8 and 12 give \(0.117\), \(-0.454\) and \(-2.676\,kT\), while the exact value is \(0.458\,kT\). The first-order value \(0.750\,kT\) is still an upper bound.

## (f) Apply the expansion to a hindered rotor at 300 K.

The rotor has angle \(\phi\), constant moment of inertia and the model potentials

\[
U_0=30(1-\cos\phi)\ \mathrm{meV},\qquad
D=100+20\cos\phi+10\cos2\phi\ \mathrm{meV}.
\]

**Solution.** With \(u=\cos\phi\), \(D=90+20u+20u^2\) meV. It ranges from 85 meV at \(u=-1/2\) to 130 meV at \(u=1\). Hence \(c=107.5\) meV and \(B=22.5\) meV. With \(kT=25.852\) meV,

\[
R=\frac{\pi(25.852)}{2(22.5)}=1.805>1,
\]

so convergence is guaranteed. Quadrature of the two configuration integrals gives the reference value

\[
\Delta F=-25.852\ln\frac{0.044000}{2.689541}
=106.33\ \mathrm{meV}=10.26\ \mathrm{kJ/mol}.
\]

The cheap ensemble gives \(\kappa_1=111.384\) meV, \(\kappa_2=253.38\) meV\(^2\), \(\kappa_3=-1593.6\) meV\(^3\) and \(\kappa_4=-87402\) meV\(^4\). The first-order value is 111.38 meV, or 10.75 kJ/mol. Through second order,

\[
111.384-\frac{253.38}{2(25.852)}=106.483\ \mathrm{meV}.
\]

The errors relative to the exact \(\Delta F\) are:

| Order | Error (meV) |
|---|---|
| 1 | +5.056 |
| 2 | +0.155 |
| 3 | −0.242 |
| 4 | −0.031 |
| 5 | +0.019 |
| 6 | +0.005 |

Third order is worse than second. The third-order term is \(-0.397\) meV and the fourth is \(+0.211\) meV, so the terms omitted at second order partly cancel. Adding the third alone removes that cancellation. A decreasing error at every step is not implied by convergence.

The average over the accurate ensemble is 101.37 meV, so (4) reads \(101.37\le106.33\le111.38\) meV. Equations (5) and (6), evaluated separately, both reproduce the gap of 5.056 meV. It is close to the constant-variance estimate \(\beta\kappa_2/2=4.90\) meV.

The origin of the gap can be traced. The cheap potential has its minimum at \(\phi=0\), where \(D\) is largest. The accurate potential, \(120-10u+20u^2\) meV, has its minima at \(u=1/4\) and is flatter, spanning about 31 meV against 60 meV. At \(\phi=0\) the cheap density is 2.3 times the uniform value and the accurate density 0.94 times, so the cheap ensemble overweights the angles of large \(D\). With \(S_i=-k\langle\ln p_i\rangle_i\) and \(F_i=\langle U_i\rangle_i-TS_i\) up to a common constant, the gap splits as \(\langle D\rangle_0-\Delta F=[\langle U_1\rangle_0-\langle U_1\rangle_1]+T(S_1-S_0)\). Here the energy part is \(-0.36\) meV and the entropy part \(+5.41\) meV. The cheap ensemble does not sit at higher \(U_1\) on average; it is too narrow.

## (g) Find the statistical errors of the first-order, second-order and exponential estimates from \(N\) independent cheap configurations. How many accurate evaluations does the rotor need?

**Solution.** Let \(\bar D\) be the sample mean and \(\delta_i=D_i-\kappa_1\). Independent deviations have no cross-covariances, so

\[
\mathrm{Var}(\bar D)=\frac1{N^2}\sum_i\langle\delta_i^2\rangle=\frac{\kappa_2}{N}. \tag{8}
\]

For second order, use the sample variance \(s^2\) with denominator \(N-1\). Expanding the square of the sample mean gives

\[
s^2=\frac{\sum_i\delta_i^2-N(\bar D-\kappa_1)^2}{N-1}
=\underbrace{\frac1N\sum_i\delta_i^2}_{A}
-\underbrace{\frac1{N(N-1)}\sum_{i\ne j}\delta_i\delta_j}_{C}.
\]

An average containing a deviation \(\delta_j\) just once vanishes by independence. Thus \(\langle s^2\rangle=\kappa_2\), so the estimator \(\bar D-\beta s^2/2\) has the exact second-order value as its mean. The same rule gives

\[
\mathrm{Cov}(\bar D,s^2)=\frac1{N^2}\sum_i\langle\delta_i^3\rangle=\frac{\kappa_3}{N}.
\]

It also makes \(A\) and \(C\) uncorrelated. Their variances are

\[
\mathrm{Var}(A)=\frac{\langle\delta^4\rangle-\kappa_2^2}{N}
=\frac{\kappa_4+2\kappa_2^2}{N},\qquad
\mathrm{Var}(C)=\frac{2N(N-1)\kappa_2^2}{N^2(N-1)^2}=\frac{2\kappa_2^2}{N(N-1)}.
\]

The factor 2 in \(\mathrm{Var}(C)\) arises because each ordered pair matches itself and its reverse. Since \(1/N+1/[N(N-1)]=1/(N-1)\), the sum is \(\mathrm{Var}(s^2)=\kappa_4/N+2\kappa_2^2/(N-1)\). Therefore

\[
\mathrm{Var}\!\left(\bar D-\frac{\beta s^2}{2}\right)
=\frac1N\left[\kappa_2-\beta\kappa_3+\frac{\beta^2}{4}
\left(\kappa_4+\frac{2N\kappa_2^2}{N-1}\right)\right]. \tag{9}
\]

The exponential estimate replaces the average in (1) by the sample mean \(\bar w\) of \(w=e^{-\beta D}\). Put \(v=\bar w/\langle w\rangle_0-1\). Then \(\langle v\rangle=0\) and \(\langle v^2\rangle=q/N\), with \(q=\langle w^2\rangle_0/\langle w\rangle_0^2-1\). This requires a finite \(\langle w^2\rangle_0\). It is finite for bounded \(D\), as in the rotor, but not for the harmonic pair with \(r\le-1/2\): there \(\langle w^2\rangle_0\) is the Gaussian average of part (e) at \(\lambda=2\), which exists only for \(1+2r>0\). Assume \(q\) is finite. For large \(N\),

\[
-kT\ln\bar w=\Delta F-kT\ln(1+v)
=\Delta F-kT\left(v-\frac{v^2}{2}+\cdots\right).
\]

To leading order its variance is \((kT)^2q/N\), from the linear term, and its bias is \(+kTq/(2N)\), from the quadratic term. When \(w\) has a heavy tail this limit is reached slowly: for the harmonic pair at \(r=-0.45\) and \(N=200\), the actual bias is only about three quarters of \(kTq/(2N)\).

For the rotor with \(N=200\), equation (8) gives \(\sqrt{253.38/200}=1.13\) meV. Equation (9) gives 1.29 meV. With \(q=0.413\), the exponential estimate has standard error \(25.852\sqrt{0.413/200}=1.17\) meV and bias 0.027 meV. The numerical check compares these formulas with 20,000 independent sample sets.

A standard error of 1 meV requires 254 accurate evaluations at first order. The leading large-\(N\) formulas give 331 at second order and 277 for the exponential estimate. The first-order result is cheapest by this measure, but its truncation error of 5.06 meV remains however large \(N\) becomes. At second order the truncation error is 0.16 meV, well below the statistical error.

The exponential estimate has no truncation error and needs fewer evaluations than second order here. This ranking can reverse. If \(D\) is Gaussian, completing the square gives \(\ln G=t\kappa_1+t^2\kappa_2/2\), so second order is exact. With \(b=\beta^2\kappa_2\), \(\ln(\langle w^2\rangle_0/\langle w\rangle_0^2)=2b-b=b\), and hence \(q=e^b-1\). In units of \((kT)^2/N\), the leading variances are

\[
e^b-1\quad\text{(exponential)},\qquad b+\frac{b^2}{2}\quad\text{(second order)}.
\]

The first exceeds the second by \(b^3/6+\cdots\), and grows exponentially with the variance of \(D\).

Finally, (4) concerns the ensemble average, not each finite-sample mean. With ten configurations the standard error of \(\bar D\) is \(\sqrt{253.38/10}=5.03\) meV, about the size of the gap. In the simulation, 16% of ten-configuration means fall below the exact \(\Delta F\). A reported first-order value therefore needs its standard error before it can support a claim about an upper bound. For a stationary but correlated sequence, (8) is multiplied by \(1+2\sum_{k=1}^{N-1}(1-k/N)\rho_k\), where \(\rho_k\) is the autocorrelation of \(D\) at lag \(k\). The error exceeds (8) when this sum is positive, as it is if no \(\rho_k\) is negative and some are positive. A positive \(\rho_1\) alone does not decide this, because oscillatory dynamics can make later \(\rho_k\) negative.

## Computed values

```
Temperature: 300 K; kT: 25.8520 meV
Cheap potential scale: 30 meV
D constant, cos, cos2: 100, 20, 10 meV
D minimum, maximum: 85.000, 130.000 meV
D midpoint, half-range: 107.500, 22.500 meV
Guaranteed convergence radius: 1.8048 (no unit)
Partition integrals Z0, Z1: 2.689541, 0.044000 rad
Exact dF: 106.3278 meV = 10.2591 kJ/mol
First order: 111.3837 meV = 10.7469 kJ/mol
Lower bound <D>_1: 101.3689 meV
Gap, direct: 5.0558 meV
Gap, variance integral: 5.0558 meV
Gap, relative entropy: 5.0558 meV
Standard deviation of D: 15.9179 meV
kappa_2: 253.380 meV^2
kappa_3: -1593.59 meV^3
kappa_4: -87401.7 meV^4
Order 1: 111.38366 meV; error +5.05582 meV
Order 2: 106.48308 meV; error +0.15524 meV
Order 3: 106.08568 meV; error -0.24217 meV
Order 4: 106.29646 meV; error -0.03139 meV
Order 5: 106.34649 meV; error +0.01864 meV
Order 6: 106.33260 meV; error +0.00475 meV
Order 20 absolute error: 6.7e-10 meV
Order 20 remainder bound: 7.5e-04 meV
Random potential pairs satisfying both bounds: 500
Harmonic r=+0.5: exact 0.20273 kT
  first 0.25000 kT; second 0.18750 kT
Harmonic r=-0.5: exact -0.34657 kT
  first -0.25000 kT; second -0.31250 kT
Harmonic r=1.5: exact 0.45815, first 0.75000 kT
  orders 4, 8, 12: 0.1172, -0.4540, -2.6759 kT
Sample sets: 20000; configurations per set: 200
Std error first: formula 1.1256, sampled 1.1283 meV
Std error second: formula 1.2857, sampled 1.2920 meV
Std error exponential: formula 1.1749, sampled 1.1828 meV
Weight variance q: 0.41312 (no unit)
Exponential bias: formula 0.02670 meV
Exponential bias: sampled 0.02702 meV
Means of 10 samples below exact dF: 16.1 percent
Samples for 1 meV std error, first order: 254
Samples for 1 meV, second order (leading): 331
Samples for 1 meV, exponential (leading): 277
```
